# High-spin to low-spin tunnelling in a model d⁶ complex, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Two numbers to explain

A model $d^6$ complex, with parameters of the rough size met in Fe(II)N$_6$ spin-crossover compounds, has its high-spin well 1000 cm⁻¹ above its low-spin well and a classical barrier of 2335 cm⁻¹ (27.9 kJ/mol) between them. At 10 K the classical rate formula gives about $10^{-134}$ s⁻¹ for the decay of the high-spin state. The quantum rate of the same model is $1.8\times10^{-2}$ s⁻¹, a lifetime of 55 s, and with the electronic coupling held fixed (a condition examined in section 4) it is the same to two figures at 30 K. If the gap is halved to 500 cm⁻¹ with everything else fixed, the rate falls to $1.1\times10^{-4}$ s⁻¹. The smaller gap gives the slower decay, which is the opposite of the ordinary energy-gap law of radiationless transitions. The flat low-temperature rate is the tunnelling plateau, and its steep rise with the gap is Hauser's inverse energy-gap law. Both follow from one Franck–Condon factor, but only after the electronic coupling and the density of final states have been defined with some care.

Energies are in cm⁻¹. The letter $S$ is the Huang–Rhys factor; the spin quantum number is $\mathcal S$ and the spin operator $\hat{\mathbf S}$. HS means the $^5T_2$ term ($t_2^4e^2$) and LS the $^1A_1$ term (mainly $t_2^6$).

## 2. The two wells

Moving two electrons from $t_2$ to the antibonding $e$ orbitals lengthens all six metal–ligand bonds by $\Delta r$. Each bond is given a force constant $f$ and each ligand an effective mass $\mu$. In the breathing mode all six stretches equal $\delta r$ and the metal stays at rest by symmetry, so the potential energy is $6\cdot\tfrac12 f\,\delta r^2$ and the kinetic energy $6\cdot\tfrac12\mu\,\delta\dot r^2$. With $Q=\sqrt6\,\delta r$ these become $\tfrac12 fQ^2$ and $\tfrac12\mu\dot Q^2$. Hence $\omega^2=f/\mu$, and the wells are displaced by $\Delta Q=\sqrt6\,\Delta r$.

Three assumptions enter here: both wells are harmonic, both have the same frequency $\omega$ along $Q$, and the centres are isolated from each other. In the dimensionless coordinate $q=Q\sqrt{\mu\omega/\hbar}$, with $[q,\hat\pi]=i$,

$$H_L=\hbar\omega\left[\tfrac12\hat\pi^2+\tfrac12q^2\right],\qquad H_H=\hbar\omega\left[\tfrac12\hat\pi^2+\tfrac12(q-d)^2+p\right],$$

where $d=\Delta Q\sqrt{\mu\omega/\hbar}$ and $p=\Delta E^0/\hbar\omega$. Because the zero-point energies along $q$ are equal, $\Delta E^0$ is the gap between the two lowest vibronic levels. The Huang–Rhys factor is the energy of the LS well at the HS minimum in units of $\hbar\omega$:

$$S=\tfrac12d^2=\frac{\mu\omega\,\Delta Q^2}{2\hbar}=\frac{f\,\Delta Q^2}{2\hbar\omega},$$

where the last step uses $\mu\omega=f/\omega$.

The curves cross where $\tfrac12(q-d)^2+p=\tfrac12q^2$. The quadratic terms cancel, leaving $-qd+S+p=0$, so $q_c=(S+p)/d$. The distance from the HS minimum is $d-q_c=(d^2-S-p)/d=(S-p)/d$, and the barrier seen from the HS minimum is

$$E_a=\hbar\omega\,\frac{(S-p)^2}{2d^2}=\hbar\omega\,\frac{(S-p)^2}{4S}.$$

For $p<S$ the crossing lies between the minima, and raising the HS well lowers the barrier.

The example takes $\hbar\omega=250$ cm⁻¹, $\Delta r=0.2$ Å and $S=45$, round values of the rough size found for Fe(II)N$_6$, and $\Delta E^0=1000$ cm⁻¹, so $p=4$. Then $\omega=4.709\times10^{13}$ s⁻¹, $\hbar\omega/k_B=359.7$ K, $\Delta Q=0.490$ Å and $d=\sqrt{90}=9.487$. The force constant implied is $f=2S\hbar\omega/\Delta Q^2=186$ N/m and the mass $\mu=f/\omega^2=51$ u, the mass of a ligand fragment. The reorganisation energy is $S\hbar\omega=11250$ cm⁻¹ and $E_a=250\times41^2/180=2335$ cm⁻¹. A value of $S$ near 45 is therefore the joint effect of six bonds and a displacement entering squared: the wells are about nine oscillator lengths apart.

## 3. The electronic coupling

### No first-order coupling

The operator that mixes spin states is $H_{SO}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Let $|0\rangle$ be a singlet, $\hat S_j|0\rangle=0$. The orbital factors commute with $\hat{\mathbf S}$, and $[\hat S_j,s_{ik}]=i\epsilon_{jkl}s_{il}$. Therefore $\hat S_js_{ik}|0\rangle=i\epsilon_{jkl}s_{il}|0\rangle$, and applying $\hat S_j$ again and summing over $j$,

$$\hat{\mathbf S}^2s_{ik}|0\rangle=-\epsilon_{jkl}\epsilon_{jlm}s_{im}|0\rangle=\epsilon_{jkl}\epsilon_{jml}s_{im}|0\rangle=2\,s_{ik}|0\rangle .$$

The eigenvalue 2 is $\mathcal S(\mathcal S+1)$ for $\mathcal S=1$. So $H_{SO}$ takes a singlet to a pure triplet and has no matrix element between LS and HS.

### Second order

Write $H=H_0+W$ with $W=H_{SO}$, and call the sixteen states LS + HS the model space. Split $W=W_d+W_x$, where $W_x$ connects the model space to the other states $t$. For an anti-Hermitian $G$ of first order,

$$e^{G}He^{-G}=H_0+W+[G,H_0]+[G,W]+\tfrac12[G,[G,H_0]]+\dots$$

Choose $[G,H_0]=-W_x$, which means $G_{mt}=W_{mt}/(E_m-E_t)$ and $G_{tm}=W_{tm}/(E_t-E_m)$. The second-order terms are then $[G,W_d]+[G,W_x]-\tfrac12[G,W_x]$. The first has no elements inside the model space, because $G$ always leaves it and $W_d$ does not return. The rest is $\tfrac12[G,W_x]$, with element between an HS component $b$ and the LS state $a$

$$V_{ba}=\tfrac12\sum_t\left(G_{bt}W_{ta}-W_{bt}G_{ta}\right)=\tfrac12\sum_tW_{bt}W_{ta}\left[\frac1{E_b-E_t}+\frac1{E_a-E_t}\right].$$

Only triplets contribute, since $W_{ta}$ vanishes otherwise. The factor $\tfrac12$ belongs to the sum of the two inverse gaps; when $E_a=E_b$ the bracket with its $\tfrac12$ collapses to a single $1/(E_a-E_t)$. The fifteen elements $V_{ba}$ form a vector $V\mathbf u$ with $|\mathbf u|=1$ and $V>0$.

$V$ depends on $q$ through the ligand field. The Condon approximation replaces it by a constant, and the right place to evaluate it is where the product of the two vibrational functions is largest. For the HS ground level and the LS level $p$ that product is $\propto H_p(q)\exp[-\tfrac12q^2-\tfrac12(q-d)^2]$, and for $q\gg\sqrt p$ the Hermite polynomial is $\approx(2q)^p$. Setting the logarithmic derivative to zero gives $p/q-2q+d=0$, whose root is $q\approx d/2+p/d=(S+p)/d$ to first order in $p/S$. This is the crossing point, where $E_a=E_b$. The elastic energy of the ligand frame is common to both terms, so the crossing occurs at a fixed value of $10Dq$ set by the Racah parameters $B$ and $C$. In this model $V$ is thus the same for all ligands that share $B$, $C$ and $\zeta$.

### Pure configurations

The real orbitals $d_{xy},d_{yz},d_{zx}\propto xy,yz,zx$ have the same norm as $e_z=(x^2-y^2)/2$, $e_x=(y^2-z^2)/2$, $e_y=(z^2-x^2)/2$. With $l_z=-i(x\partial_y-y\partial_x)$ one finds $l_z\,xy=-i(x^2-y^2)$, so $l_zd_{xy}=-2i\,e_z$, while $l_z\,zx=i\,yz$ and $l_z\,yz=-i\,zx$ stay inside $t_2$. Cyclic permutation gives $l_xd_{yz}=-2i\,e_x$ and $l_yd_{zx}=-2i\,e_y$. The three normalised $e_k$ lie in the two-dimensional $e$ space and sum to zero, so $|e_x+e_y|^2=1$ gives $\langle e_x|e_y\rangle=-\tfrac12$: they are $120^\circ$ apart.

Act with $H_{SO}$ on $|t_2^6\rangle$. Moves within $t_2$ are blocked by the Pauli principle, and the diagonal term vanishes because each orbital holds both spins. What remains are the single excitations $t_2\to e$, which are orthonormal, so the squared norm is the sum of the squared one-electron elements. Using $\mathrm{Tr}\,s_ks_l=\tfrac12\delta_{kl}$,

$$\|H_{SO}|t_2^6\rangle\|^2=\zeta^2\sum_k\tfrac12\sum_{a\in e,\,i\in t_2}|\langle a|l_k|i\rangle|^2=\zeta^2\cdot3\cdot\tfrac12\cdot4=6\zeta^2 .$$

$H_{SO}$ is invariant under octahedral rotations applied to orbitals and spins together, so this state is totally symmetric, and it is a triplet. A spin triplet transforms as $T_1$, and a product of two irreducible representations contains $A_1$ only if they are the same, so the orbital part is $T_1$. The configuration $t_2^5e$ has $T_2\otimes E=T_1+T_2$, a single $^3T_1$. With one intermediate state at height $\Delta_T$ above the crossing, $V=\|P_{HS}H_{SO}^2|t_2^6\rangle\|/\Delta_T$.

The norm is found from its $M_{\mathcal S}=+2$ part. In $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$ only $\tfrac12l_-s_+$ raises $M_{\mathcal S}$, and it must act twice. All $t_2\!\uparrow$ orbitals stay full, so each action moves a $t_2\!\downarrow$ electron to $e\!\uparrow$, with amplitude $\tfrac12M_{ai}$, $M_{ai}=\langle a|l_-|i\rangle$. The product $c^\dagger_{a\uparrow}c_{i\downarrow}c^\dagger_{b\uparrow}c_{j\downarrow}$ is antisymmetric in $a\leftrightarrow b$ and in $i\leftrightarrow j$, so the four orderings of a given pair of pairs add to $2(M_{ai}M_{bj}-M_{aj}M_{bi})$, and the amplitude is $\tfrac14\cdot2\det M^{(ij)}$. From $l_-=l_x-il_y$, the $e$ parts are $d_{yz}\to-2i\,e_x$, $d_{zx}\to-2\,e_y$ and $d_{xy}\to0$. The only nonzero determinant has modulus $2\cdot2\sin120^\circ=2\sqrt3$. The amplitude is $\sqrt3\,\zeta^2$ and its square $3\zeta^4$. The state has five up spins and one down electron in $d_{xy}$, so it belongs to $^5T_2$.

The five up electrons fill every $d$ orbital once and are orbitally symmetric, so the orbital label $k\in\{yz,zx,xy\}$ of $^5T_2$ is that of the sixth electron. The five spin states of $\mathcal S=2$ transform like $d$ orbitals, $E+T_2$. The only invariant in $T_2\otimes(E+T_2)$ is

$$|\mathbf u\rangle=\frac1{\sqrt3}\sum_k|k\rangle_{\rm orb}|k\rangle_{\rm spin}.$$

The spin state $|xy\rangle$ is $i(|{-2}\rangle-|2\rangle)/\sqrt2$, while $|yz\rangle$ and $|zx\rangle$ contain only $M_{\mathcal S}=\pm1$. The weight of $M_{\mathcal S}=2$ in $|\mathbf u\rangle$ is $\tfrac13\cdot\tfrac12=\tfrac16$, and the whole squared norm is $6\times3\zeta^4=18\zeta^4$. Thus for pure configurations

$$V=\frac{3\sqrt2\,\zeta^2}{\Delta_T}.$$

### Full $d^6$ calculation

The program builds all 210 determinants with $B=800$, $C=3600$ and $\zeta=400$ cm⁻¹. It checks the Coulomb matrix on the free ion (a 25-fold $^5D$ ground term and a 33-fold $^3H$ term at $4B+4C$), and it confirms the norms 6 and 18, the absence of any singlet–quintet element, and that configuration mixing leaves the direction $\mathbf u$ unchanged. The crossing is at $10Dq=15119$ cm⁻¹ with $\Delta_T=5284$ cm⁻¹. The pure-configuration formula gives $3\sqrt2\times400^2/5284=128.5$ cm⁻¹. The second-order sum over all triplets with mixed states gives $V=108.3$ cm⁻¹; the difference is due to configuration mixing, the only ingredient added, even though $t_2^6$ still has weight 0.962 in the LS state. The des Cloizeaux effective Hamiltonian built from the sixteen lowest exact eigenstates agrees with the second-order value within 2% at $\zeta=10$ cm⁻¹, and at $\zeta=400$ cm⁻¹ gives 100.7 cm⁻¹, 7% below the second-order value. The example uses 108.3 cm⁻¹, so the higher orders would lower its rates by about 14%.

## 4. Which high-spin sublevel is occupied

LS couples to one direction $\mathbf u$ among fifteen. If the HS sublevels $|i\rangle$ equilibrate among themselves much faster than they decay, with populations $\pi_i$, the golden-rule rate is the population average of the sublevel rates, and the squared coupling is

$$\beta^2=wV^2,\qquad w=\sum_i\pi_i|\langle i|\mathbf u\rangle|^2 ,$$

provided the coupled sublevels lie within a small fraction of $\hbar\omega$ of each other, so that they share one value of $p$.

**Octahedral symmetry.** Map $yz\to x$, $zx\to y$, $xy\to z$. Above, $l_z\,zx=+i\,yz$, whereas for $p$ orbitals $l_z\,y=-i\,x$. Inside $t_2$ therefore $\mathbf l=-\tilde{\mathbf l}$, where $\tilde{\mathbf l}$ has the matrices of angular momentum 1. Within the quintet $H_{SO}=\lambda\mathbf L\cdot\hat{\mathbf S}$ by the Wigner–Eckart theorem, and $\lambda$ follows from $M_{\mathcal S}=2$: the five up electrons contribute $\tfrac12\mathrm{Tr}\,l_z=0$ and the sixth contributes $-\tfrac12\zeta l_z$, which must equal $2\lambda l_z$. So $\lambda=-\zeta/4$ and $H_{SO}=+\tfrac\zeta4\tilde{\mathbf l}\cdot\hat{\mathbf S}$. With $\tilde{\mathbf J}=\tilde{\mathbf l}+\hat{\mathbf S}$, the product $\tilde{\mathbf l}\cdot\hat{\mathbf S}=\tfrac12[\tilde J(\tilde J+1)-2-6]$ is $-3,-1,+2$ for $\tilde J=1,2,3$. Under the map, $|\mathbf u\rangle$ is $x\cdot yz+y\cdot zx+z\cdot xy$, the fully symmetric traceless tensor of type $xyz$, which has $\tilde J=3$. To first order in $\zeta$ it lies $5\zeta/4=500$ cm⁻¹ above the ground level, and the eight lower states have no overlap with it; the program asserts both facts. Higher orders in $\zeta$ lower the height to about 420 cm⁻¹ at the crossing value of $10Dq$, while the zero overlap is fixed by symmetry; the formula for $w$ that follows uses the first-order energies. In strict octahedral symmetry with the Condon approximation, $w=e^{-5\zeta/4k_BT}/\left(3+5e^{-\zeta/2k_BT}+7e^{-5\zeta/4k_BT}\right)$, which tends to $\tfrac13e^{-5\zeta/4k_BT}$ at low temperature, and there is no plateau at all. A rate that stays finite down to $T=0$ requires a static distortion whose lowest sublevel overlaps with $|\mathbf u\rangle$, or else a coupling that depends on non-symmetric vibrations, which lies outside the Condon approximation and is not treated here.

The two wells, their crossing and the second-order coupling $V$ are now fixed, and in strict octahedral symmetry with the Condon approximation the rate has no low-temperature plateau. It remains to see which static distortions give a finite coupling as $T\to0$, and to derive the vibrational factor of the rate.
